# Why heating does not change a harmonic oscillator's dipole response

An infrared beam passes through a film of a porous organosilicate, the kind of insulator used between the metal lines of a chip. Near 1060 cm⁻¹ it drives oxygen atoms back and forth between their two silicon neighbours. When the film is heated from room temperature to a cure at 400 °C, the oxygen atoms move more and their dipole moments fluctuate more strongly. One might expect the infrared response to grow too, since response and fluctuation are linked by a general theorem. For a harmonic oscillator whose dipole is linear in the displacement it does not grow, and it also contains no trace of Planck's constant.

## The oscillator and its response function

Let a coordinate $x$ with momentum $p$ and mass $m$ have the Hamiltonian and dipole

$$H_0=\frac{p^2}{2m}+\frac{1}{2}m\omega_0^2x^2,\qquad \mu=qx,\qquad \omega_0^2>0 .$$

The charge $q$, the mass and $\omega_0$ are held fixed when the temperature $T$ changes. A field $E(t)$ along $x$ adds the energy $-\mu E(t)$. The susceptibility $\chi$ of one oscillator is defined by

$$\delta\langle\mu(t)\rangle=\int_{-\infty}^{t}\chi(t-t')E(t')\,dt',\qquad \chi(z)=\int_0^\infty\chi(t)e^{izt}dt .$$

Fields vary as $e^{-i\omega t}$, and $z=\omega+i\eta$ with $\eta>0$, so that the field is switched on slowly from zero. At the end $\eta\to0$.

Before the field acts, the density operator is $\rho_0$, which commutes with $H_0$. To first order in $E$, the equation $i\hbar\dot\rho=[H_0-\mu E,\rho]$ becomes

$$i\hbar\,\delta\dot\rho=[H_0,\delta\rho]-E(t)[\mu,\rho_0].$$

The last term, divided by $i\hbar$, is a source $(i/\hbar)E(t)[\mu,\rho_0]$. What it creates at $t'$ evolves freely until $t$. With $U(s)=e^{-iH_0s/\hbar}$,

$$\delta\rho(t)=\frac{i}{\hbar}\int_{-\infty}^{t}E(t')\,U(t-t')[\mu,\rho_0]U^\dagger(t-t')\,dt'.$$

Multiply by $\mu$ and take the trace. Cyclic permutation moves the evolution onto the dipole, $\mu(s)=U^\dagger(s)\mu U(s)$, and ${\rm Tr}\{A[B,\rho_0]\}=\langle AB\rangle-\langle BA\rangle$. Therefore, for $t>0$,

$$\chi(t)=\frac{i}{\hbar}\langle[\mu(t),\mu(0)]\rangle. \tag{1}$$

This is the Kubo formula. Temperature can enter through the average, and $\hbar$ stands in front. Two routes show how both disappear.

## First derivation: equations of motion

The Heisenberg equations without a field are $\dot x=p/m$ and $\dot p=-m\omega_0^2x$. They are linear, so their solution has the classical form, with operators as initial values:

$$x(t)=x\cos\omega_0t+\frac{p}{m\omega_0}\sin\omega_0t. \tag{2}$$

In the commutator with $x$ the first term drops out. Since $[p,x]=-i\hbar$,

$$[x(t),x]=\frac{\sin\omega_0t}{m\omega_0}[p,x]=-\frac{i\hbar}{m\omega_0}\sin\omega_0t. \tag{3}$$

The right side is a number. Its average is the same in every normalized state, so the populations, and with them the temperature, have nothing to act on. Putting (3) into (1) gives $(i/\hbar)(-i\hbar)=1$ and

$$\chi(t)=\frac{q^2}{m\omega_0}\sin\omega_0t,\qquad t>0. \tag{4}$$

For the transform, write the sine as exponentials and use $\int_0^\infty e^{iat}dt=i/a$ for ${\rm Im}\,a>0$:

$$\int_0^\infty\sin\omega_0t\,e^{izt}dt=\frac{1}{2}\left[\frac{1}{z+\omega_0}-\frac{1}{z-\omega_0}\right]=\frac{\omega_0}{\omega_0^2-z^2}.$$

Hence

$$\boxed{\chi(z)=\frac{q^2}{m(\omega_0^2-z^2)}} \tag{5}$$

To find the absorption, split this into partial fractions,

$$\chi(z)=\frac{q^2}{2m\omega_0}\left[\frac{1}{\omega_0-z}+\frac{1}{\omega_0+z}\right].$$

As $\eta\to0$, the first fraction acquires the imaginary part $+\pi\delta(\omega-\omega_0)$ and the second $-\pi\delta(\omega+\omega_0)$, so

$$\chi''(\omega)=\frac{\pi q^2}{2m\omega_0}\left[\delta(\omega-\omega_0)-\delta(\omega+\omega_0)\right]. \tag{6}$$

The position and the weight of the absorption line are both independent of temperature.

The same route shows that weak fields are not required. With the field present, $\dot p=-m\omega_0^2x+qE(t)$ is still linear, and its solution is

$$x(t)=x_{\rm free}(t)+\frac{q}{m\omega_0}\int_{-\infty}^{t}\sin[\omega_0(t-t')]\,E(t')\,dt'.$$

The field adds a number to the operator $x$. It moves the whole probability distribution without changing its width, by an amount linear in $E$ at any field strength within this model.

## The classical oscillator

Newton's equation $m\ddot x=-m\omega_0^2x+qE$ has the same added term, so the classical response is (4). It is useful to obtain it from fluctuations as well, because there the temperature is visible before it cancels.

A short field pulse with $\int E\,dt=J$ raises every momentum by $qJ$. The thermal distribution $f_0\propto e^{-H_0/kT}$ then changes, to first order, by

$$\delta f=-qJ\frac{\partial f_0}{\partial p}=\frac{qJ}{kT}\frac{p}{m}f_0=\frac{J}{kT}\,\dot\mu\,f_0 .$$

The mean dipole at a later time is $\delta\langle\mu(t)\rangle=(J/kT)\langle\mu(t)\dot\mu(0)\rangle$. In equilibrium, correlations depend on the time difference alone, so moving the derivative to the other factor reverses its sign:

$$\chi_{\rm cl}(t)=-\frac{1}{kT}\frac{d}{dt}\langle\mu(t)\mu(0)\rangle_{\rm cl}. \tag{7}$$

Equipartition gives $\langle x^2\rangle=kT/m\omega_0^2$, and $\langle xp\rangle=0$. With (2), now for classical variables, the correlation function is $(q^2kT/m\omega_0^2)\cos\omega_0t$. Its derivative in (7) brings a factor $-\omega_0$, and the result is again $(q^2/m\omega_0)\sin\omega_0t$. A hot classical oscillator fluctuates more, but the response per unit of fluctuation falls as $1/kT$.

## Second derivation: sum over energy levels

The second route starts from (1) and uses the spectrum. Let $|n\rangle$ have energy $\hbar\omega_0(n+\tfrac12)$ and population $p_n$, and let $\omega_{jn}=(E_j-E_n)/\hbar$. Inserting a complete set of states gives

$$\langle\mu(t)\mu(0)\rangle=\sum_{n,j}p_n|\mu_{jn}|^2e^{-i\omega_{jn}t}.$$

The product in the other order has $e^{+i\omega_{jn}t}$. Exchanging the names $n$ and $j$ there restores the first exponential, with $p_j$ in place of $p_n$. Since $i\int_0^\infty e^{i(z-\omega_{jn})t}dt=1/(\omega_{jn}-z)$,

$$\chi(z)=\frac{1}{\hbar}\sum_{n,j}\frac{(p_n-p_j)|\mu_{jn}|^2}{\omega_{jn}-z}. \tag{8}$$

This holds for any level system in a stationary state. For the harmonic oscillator, $x=\sqrt{\hbar/2m\omega_0}\,(a+a^\dagger)$, and a linear dipole connects neighbouring levels only:

$$|\mu_{n+1,n}|^2=\frac{q^2\hbar}{2m\omega_0}(n+1). \tag{9}$$

Each neighbouring pair occurs twice in (8), once in each order. Together the two terms have the frequency factor

$$\frac{1}{\omega_0-z}+\frac{1}{\omega_0+z}=\frac{2\omega_0}{\omega_0^2-z^2}.$$

This factor is common to all pairs because the levels are equally spaced. Thus

$$\chi(z)=\frac{q^2}{m(\omega_0^2-z^2)}\sum_{n=0}^\infty(n+1)(p_n-p_{n+1}).$$

In the part with $p_{n+1}$, rename $n+1$ as $n$. If the mean level number $\bar n=\sum_n np_n$ is finite, both parts converge and

$$\sum_n(n+1)p_n-\sum_nnp_n=(\bar n+1)-\bar n=1. \tag{10}$$

This is (5) again. The first sum is the strength of upward transitions, which absorb energy, and the second is that of downward transitions, which return it to the field by stimulated emission. Heating increases both by the same amount.

The fluctuation contains their sum instead. From (9),

$$\langle x^2\rangle=\frac{\hbar}{2m\omega_0}\left[(\bar n+1)+\bar n\right].$$

In thermal equilibrium $p_n=(1-r)r^n$ with $r=e^{-\hbar\omega_0/kT}$, so $\bar n=r/(1-r)$ and $2\bar n+1=(1+r)/(1-r)$. Therefore

$$\langle\mu^2\rangle=\frac{q^2\hbar}{2m\omega_0}\coth\frac{\hbar\omega_0}{2kT}. \tag{11}$$

For $kT\ll\hbar\omega_0$ this tends to the zero-point value $q^2\hbar/2m\omega_0$. For $kT\gg\hbar\omega_0$, $\coth u\approx1/u$ gives the classical $q^2kT/m\omega_0^2$.

There is no conflict with the fluctuation–dissipation theorem. In equilibrium $\langle xp+px\rangle=m\,d\langle x^2\rangle/dt=0$, so by (2) the symmetrized correlation function is $\langle\mu^2\rangle\cos\omega_0t$. Its spectrum is

$$S(\omega)=\pi\langle\mu^2\rangle[\delta(\omega-\omega_0)+\delta(\omega+\omega_0)].$$

Comparing with (6) and (11) gives $S(\omega)=\hbar\coth(\hbar\omega/2kT)\,\chi''(\omega)$. All the temperature dependence of $S$ sits in the hyperbolic cotangent.

## What each derivation assumes

Both routes use first-order perturbation theory to reach (1), although the driven equation of motion shows that the result survives strong fields. They differ in what they need next.

The first needs linear equations of motion and $[x,p]=i\hbar$. It needs no spectrum and no thermal populations, and the driven solution covers states that are not stationary. It also extends to many coupled modes. For coordinates $x_i$ with a mass matrix $M$, a positive definite force matrix $K$ and charges $q_i$, the operator equations $M\ddot x=-Kx+qE$ are those of classical mechanics. The response is

$$\chi(z)=q^{\mathsf T}(K-Mz^2)^{-1}q ,$$

again without $T$ or $\hbar$. A dense set of harmonic modes, linearly coupled to the oscillator, can spread its absorption over a band. That width is then independent of temperature too.

The second derivation, as written, uses a stationary state with finite $\bar n$, equal level spacing, and squared matrix elements that grow as $n+1$. It asks for more, but it shows which physical processes cancel, and formula (8) remains valid when the oscillator is not harmonic. Suppose that only the two lowest levels exist. Then $p_0-p_1=(1-r)/(1+r)$, and (5) is multiplied by $\tanh(\hbar\omega_0/2kT)$. Such a system saturates on heating, because its upper level has no further level to absorb into. The unlimited ladder prevents this.

## The static limit

In a constant field, completing the square gives

$$H_0-qxE=\frac{p^2}{2m}+\frac{m\omega_0^2}{2}\left(x-\frac{qE}{m\omega_0^2}\right)^2-\frac{q^2E^2}{2m\omega_0^2}.$$

The parabola is displaced and keeps its shape, so at every temperature the equilibrium dipole is $q^2E/m\omega_0^2$. The isothermal susceptibility therefore equals $\chi(0)$ from (5).

The classical relation $\chi(0)=\langle\mu^2\rangle/kT$ must be used with the classical variance. With the quantum variance (11) it gives a value too large by the factor

$$\frac{\langle\mu^2\rangle/kT}{q^2/m\omega_0^2}=\frac{\hbar\omega_0}{2kT}\coth\frac{\hbar\omega_0}{2kT}, \tag{12}$$

which approaches 1 only when $kT\gg\hbar\omega_0$.

## Where the result fails

Add a quartic term $\lambda x^4$ to the potential. In static equilibrium the mean force vanishes:

$$qE=m\omega_0^2\langle x\rangle+4\lambda\langle x^3\rangle .$$

To first order in $\lambda$, $\langle x^3\rangle$ may be taken from the displaced harmonic distribution, which is symmetric about its mean $X$. Then $\langle x^3\rangle=3X\langle x^2\rangle_0+X^3$, where $\langle x^2\rangle_0$ is the variance without field. Keeping terms linear in $E$,

$$\chi(0)\approx\frac{q^2}{m\omega_0^2+12\lambda\langle x^2\rangle_0}. \tag{13}$$

The fluctuation now enters the response, because a wider distribution samples a different mean curvature.

A curved dipole has a similar effect. For $\mu=q(x+bx^2/2)$, the mixed terms average to zero by symmetry. Write $D(t)$ for the number in (3). Then $[x(t)^2,x^2]=2D(t)\{x(t)x+x\,x(t)\}$, with average $4D(t)\langle x^2\rangle\cos\omega_0t$. Multiplying by $(i/\hbar)q^2b^2/4$ gives the extra response

$$\frac{q^2b^2\langle x^2\rangle}{m\omega_0}\sin\omega_0t\cos\omega_0t=\frac{q^2b^2\langle x^2\rangle}{2m\omega_0}\sin2\omega_0t .$$

It describes absorption at $2\omega_0$. Its zero-frequency part follows on multiplying the amplitude by $1/2\omega_0$, and relative to $q^2/m\omega_0^2$ it is $b^2\langle x^2\rangle/4$. This value holds with the level populations fixed. The mean dipole $\mu_{nn}=qb\hbar(n+\tfrac12)/2m\omega_0$ now differs from level to level, so a static field changes the level spacing. If the populations return to thermal equilibrium, the variance of $\mu_{nn}$ divided by $kT$ is added. In relative terms this is $b^2\hbar^2\bar n(\bar n+1)/4mkT$, which doubles the result to $b^2\langle x^2\rangle/2$ when $kT\gg\hbar\omega_0$. For $\mu=q(x+cx^3/6)$, the terms of first order in $c$ in $\langle[\mu(t),\mu(0)]\rangle/q^2$ are $(c/6)\langle3D\,x(t)^2+3D\,x^2\rangle=cD\langle x^2\rangle$, a relative change of $c\langle x^2\rangle$.

## A silicon–oxygen stretch in a low-k film

Take the asymmetric Si–O–Si stretch with rough typical parameters: 1060 cm⁻¹, an effective charge of 2.5 e, and $N=2\times10^{22}$ bridges per cm³. Oxygen moving against two silicon atoms has the reduced mass 12.45 u, so the force constant $m\omega_0^2$ is 824 N/m. The charge is defined as the dipole change per displacement at fixed macroscopic field, so no further local-field factor is needed. Random bridge orientation gives a factor 1/3. The static contribution to the relative permittivity is

$$\Delta\varepsilon=\frac{Nq^2}{3\varepsilon_0m\omega_0^2}=\frac{(2\times10^{28})(4.005\times10^{-19})^2}{3(8.854\times10^{-12})(824)}\approx0.147 ,$$

with all quantities in SI units. Summing (8) over numerically computed oscillator levels gives 0.147 at 300, 400 and 673 K alike. The fluctuations do change:

| $T$ (K) | $\bar n$ | rms $x$ (pm) | classical rms $x$ (pm) | factor (12) |
|---|---|---|---|---|
| 300 | 0.006 | 3.60 | 2.24 | 2.57 |
| 400 | 0.023 | 3.65 | 2.59 | 1.99 |
| 673 | 0.116 | 3.97 | 3.36 | 1.40 |

The vibrational quantum is 131 meV, well above $kT$ at 300 K, so most of the motion there is zero-point motion. From 300 to 673 K the variance rises by 22 %, whereas classical mechanics would multiply it by 2.24. The rms dipole grows from 0.43 to 0.48 D. At 673 K the upward strength is 1.116 and the downward strength 0.116 in units of the zero-temperature absorption, and their difference is still 1. A softer rocking mode at 450 cm⁻¹ has a variance that grows by a factor of 1.77 over the same range. Its harmonic response is equally constant.

To size the anharmonicity of motion along the bridge, place the oxygen between two Morse bonds of depth $D_e=4.5$ eV with the silicon atoms at fixed spacing:

$$V=D_e\left[(1-e^{-ax})^2+(1-e^{ax})^2\right]=2D_ea^2x^2+\frac{7}{6}D_ea^4x^4+\dots$$

The odd terms cancel. Matching the quadratic term gives $4D_ea^2=m\omega_0^2$, and with $\lambda=7D_ea^4/6$ the relative stiffening in (13) is $7a^2\langle x^2\rangle/2=7m\omega_0^2\langle x^2\rangle/8D_e$. At 300 K, $m\omega_0^2\langle x^2\rangle$ is 0.0665 eV, so the stiffening is 1.3 %. Diagonalizing the full Morse Hamiltonian on a grid and summing (8) gives a static response 1.3 % below the harmonic one at 300 K and 1.5 % below at 673 K. The change on heating is −0.26 %. This model leaves out sideways motion of the oxygen, which also stretches both bonds and softens the stretch. That effect has the opposite sign and can be larger, so the model does not fix even the sign of the change in a real bridge. Trial dipole curvatures matter less: $b=1$ Å⁻¹ adds 0.04 % at 673 K with fixed populations (0.06 % in thermal equilibrium), and $c=1$ Å⁻² changes the response by 0.03 % between the two temperatures.

In a real film the parameters themselves also change with temperature. The bridges are bent, their frequencies are spread, and the film expands. A first cure can also change the bonding and the porosity, which is left out here. For free expansion with a rough linear coefficient of 15 ppm/K, the bridge density falls by 1.7 % between 300 and 673 K. If the frequency is inversely proportional to the volume, which is a trial assumption, $1/\omega_0^2$ rises by 3.4 %. With $q$ held fixed, $\Delta\varepsilon$ then rises by about 1.7 %. A film held by its substrate expands differently, so these numbers give a scale and not a prediction.

Other corrections need not depend on temperature. A 60 cm⁻¹ linewidth, put in as a damping term $-i\gamma\omega$ in the denominator of (5), lowers the real part of this mode's contribution at 900 cm⁻¹ by 2.9 %. The sign depends on the origin of the width: a Gaussian spread of undamped bridge frequencies with the same full width at half maximum raises it by 3.0 %. With an electronic permittivity of 2.0 and no damping, the total permittivity vanishes 38 cm⁻¹ above the transverse frequency. With the 60 cm⁻¹ damping its real part stays above 0.7, and the longitudinal mode appears only as the peak of $-{\rm Im}(1/\varepsilon)$, still about 38 cm⁻¹ above the transverse frequency. This longitudinal shift comes from harmonic dipole coupling and is compatible with the theorem. A static field of 1 MV/cm displaces the oxygen by 0.05 pm, far less than its rms motion of 3.60 pm at 300 K, so the field hardly changes the part of the potential that the atom explores.
